# Why platinum has two potentials of zero charge

**Question.** A metal electrode in solution has a potential at which its surface carries no charge. Why does platinum have two such potentials, one for zero free charge and one for zero total charge, and how does the charge transferred during hydrogen adsorption connect them?

**Answer.** Platinum binds hydrogen strongly enough that some is adsorbed at potentials where hydrogen gas is not yet evolved. Each adsorbed atom is made from a proton of the solution and an electron of the metal:

$$\mathrm{H^+ + e^- \rightleftharpoons H_{ads}}.$$

The electron came through the external circuit, so an ammeter has counted it. It does not remain on the metal as excess charge, because it now belongs to a neutral atom. The charge that was supplied and the charge that sits on the surface are therefore different quantities, and they vanish at different potentials.

## Counting the electrons

Let $\Gamma$ be the number of adsorbed hydrogen atoms per area and $e>0$ the elementary charge. The free charge $\sigma$ is the excess charge per area on the metal, balanced by ions in the solution, when every adsorbed H is counted as neutral. The total charge $q$ is the charge per area that the circuit must supply to form the interface at a given potential and composition. Both are positive when the metal lacks electrons.

A free charge $\sigma$ requires $-\sigma/e$ excess electrons per area, and the adsorbed atoms have consumed $\Gamma$ more. The circuit has delivered $-\sigma/e+\Gamma$ electrons, each of charge $-e$, so

$$q=\sigma-e\Gamma. \tag{1}$$

At the potential of zero free charge (pzfc), $\sigma=0$ and $q=-e\Gamma$: the circuit has supplied the electrons now held in hydrogen. At the potential of zero total charge (pztc), $q=0$ and $\sigma=+e\Gamma$: the metal is positive by the electrons that it gave to hydrogen, with no net supply from outside.

Equation (1) assumes that hydrogen is the only species adsorbed with charge transfer and that no steady reaction current is included in the count.

## Which potential is higher?

The order follows if $q$ rises with potential. To see when it does, take a surface with $N$ sites per area, coverage $\theta=\Gamma/N$ and constant double-layer capacitance $C$. Adsorbed hydrogen has a dipole, which moves the potential of zero free charge at fixed coverage from $E_z$ to $E_z+b\theta$. With $u=E-E_z-b\theta$, the electrical part of the grand potential per area is

$$\frac{\sigma^2}{2C}-\sigma u .$$

The first term is the energy stored in the double layer; the second is the work exchanged with the circuit. Setting the derivative with respect to $\sigma$ to zero gives $\sigma=Cu$, and inserting this leaves $-Cu^2/2$.

Potentials $E$ are on the standard hydrogen scale (SHE). The reversible hydrogen scale (RHE) moves with pH:

$$E_R=E+\frac{kT}{e}\ln 10\;\mathrm{pH}.$$

Converting a proton and an electron into half a hydrogen molecule costs $eE_R$. Adsorption from that molecule costs $g_0+g\theta/2$ per atom, where $g>0$ describes lateral repulsion in mean field. Adding the mixing entropy gives the grand potential per site:

$$w=-\frac{Cu^2}{2N}+g_0\theta+\frac{g\theta^2}{2}+eE_R\theta+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)].$$

At equilibrium $\partial w/\partial\theta=0$. Since $\partial u/\partial\theta=-b$, this is the adsorption isotherm

$$\frac{b\sigma}{N}+g_0+g\theta+eE_R+kT\ln\frac{\theta}{1-\theta}=0. \tag{2}$$

Because $w$ is stationary in $\theta$, its total derivative with respect to $E$ equals the derivative at fixed $\theta$. Hence

$$-N\frac{dw}{dE}=Cu-eN\theta=\sigma-e\Gamma=q,$$

which recovers the electron count.

Now differentiate (2) with respect to $E$ at fixed pH, using $d\sigma/dE=C(1-b\,d\theta/dE)$:

$$\frac{bC}{N}\left(1-b\frac{d\theta}{dE}\right)+g\frac{d\theta}{dE}+e+\frac{kT}{\theta(1-\theta)}\frac{d\theta}{dE}=0.$$

Collecting the terms in $d\theta/dE$ gives

$$\frac{d\theta}{dE}=-\frac{e+Cb/N}{K},\qquad K=g-\frac{Cb^2}{N}+\frac{kT}{\theta(1-\theta)}. \tag{3}$$

The total charge is $q=C(E-E_z)-(eN+Cb)\theta$, so

$$\frac{dq}{dE}=C-(eN+Cb)\frac{d\theta}{dE}=C+\frac{N(e+Cb/N)^2}{K}. \tag{4}$$

$K$ is the curvature of $w$ in $\theta$ and is positive at a stable equilibrium. With $C>0$, both terms of (4) are positive and $q$ rises with $E$. At the pzfc $q$ is negative if hydrogen is present, so the potential must be raised to reach $q=0$:

$$E_{\rm pztc}>E_{\rm pzfc}.$$

The argument shows that $q$ is monotonic, not $\sigma$. With $b<0$ and a steep isotherm, $d\sigma/dE$ can turn negative and $\sigma$ can vanish at more than one potential; every such zero still lies below the single pztc. If the metal binds no hydrogen near its pzfc, then $\Gamma=0$ and the two coincide. Platinum separates them because its hydrogen region reaches the potential where its free charge vanishes.

## Two ways to relate the gap to hydrogen

Integrate $dq/dE$ between the two potentials. Since $q$ starts at $-e\Gamma_{\rm pzfc}$ and ends at zero,

$$\int_{\rm pzfc}^{\rm pztc}\frac{dq}{dE}\,dE=e\Gamma_{\rm pzfc}. \tag{5}$$

The charge passed between the two zeros thus measures the hydrogen present at the pzfc. The capacitance in this integral is the total one, including adsorption.

The other relation uses the free charge. At the pztc, $\sigma=e\Gamma$ reads

$$C(E_{\rm pztc}-E_z-b\theta_{\rm pztc})=e\Gamma_{\rm pztc}.$$

At the pzfc, $E_{\rm pzfc}=E_z+b\theta_{\rm pzfc}$. Dividing the first equation by $C$ and eliminating $E_z$ gives

$$E_{\rm pztc}-E_{\rm pzfc}=\frac{e\Gamma_{\rm pztc}}{C}+b(\theta_{\rm pztc}-\theta_{\rm pzfc}). \tag{6}$$

Here the double-layer capacitance is paired with the hydrogen that remains at the pztc. The hydrogen at the pzfc may not be put in its place, because most of it can desorb on the way.

A closed formula exists for low coverage when $b$ and $g$ are neglected. Let $x=E_{\rm pztc}-E_z$. The isotherm becomes

$$\theta=\theta_0e^{-ex/kT},\qquad \theta_0=\exp\left[-\frac{g_0+eE_R(E_z)}{kT}\right].$$

The condition $Cx=eN\theta$, multiplied by $e\,e^{ex/kT}/(CkT)$, is

$$\frac{ex}{kT}\,e^{ex/kT}=A,\qquad A=\frac{e^2N\theta_0}{CkT}.$$

The Lambert function $W$ is defined by $We^W=A$, so

$$x=\frac{kT}{e}W(A). \tag{7}$$

For $A\ll1$, $W\approx A$ and $x\approx eN\theta_0/C$: the potential change is too small to remove much hydrogen. For $A\gg1$, $W\approx\ln A-\ln\ln A$. The gap then grows only logarithmically with $\theta_0$, because raising the potential drives off the hydrogen that causes it.

## Numbers for a platinum-like surface

The following round parameters are in the rough regime of close-packed platinum in 0.1 M perchloric acid. They are not fitted to a measurement.

- $N=1.5\times10^{15}$ cm$^{-2}$, so $eN=240.3\ \mu$C/cm²
- $C=20\ \mu$F/cm², $E_z=0.250$ V, $b=-0.100$ V per monolayer
- $g_0=-0.250$ eV, $g=0.250$ eV, pH 1, $T=298.15$ K

Solving (2) with $\sigma=0$, and then with $q=0$, gives:

| | pzfc | pztc |
|---|---:|---:|
| $E$ (V, SHE) | 0.244 | 0.321 |
| $\theta$ | 0.0643 | 0.0060 |
| $e\Gamma$ (µC/cm²) | 15.45 | 1.44 |
| $\sigma$ (µC/cm²) | 0 | 1.44 |
| $q$ (µC/cm²) | −15.45 | 0 |

The gap is 78 mV. Equation (6) shows its parts:

$$\frac{1.438}{20}\ \mathrm{V}-0.100(0.00598-0.06429)\ \mathrm{V}=0.0719\ \mathrm{V}+0.0058\ \mathrm{V}=0.0777\ \mathrm{V}.$$

The free charge needed at the pztc supplies most of the gap; the loss of hydrogen dipoles supplies the rest.

Equation (5) describes the same gap from the other end. A charge of 15.45 µC/cm² passes over 0.0777 V, a mean total capacitance of 199 µF/cm². This is ten times $C$, because most of the current removes hydrogen. Dividing 15.45 by 20 would wrongly give 0.77 V: it would treat all of that charge as double-layer charge.

For (7), the parameters give $\theta_0=0.100$ and

$$A=\frac{240.3\times0.100}{20\times0.02569}=46.8,\qquad W(A)=2.81,$$

so $x=25.69\times2.81=72.2$ mV. The full model gives $E_{\rm pztc}-E_z=71.3$ mV. The neglected terms are small here because the coverage at the pztc is below 1%.

The charge relation was also tested against a calculation that does not use the isotherm. An explicit sum over all hydrogen numbers on 20,000 sites was differentiated with respect to potential. At five potentials from 0.05 to 0.50 V, the resulting charge differed from $\sigma-e\Gamma$, evaluated with the isotherm (2), by at most 0.0012 µC/cm². The same sum gives the capacitance from charge fluctuations; its integral between the two zeros is 15.449 µC/cm², against $e\Gamma_{\rm pzfc}=15.450$ µC/cm². Both calculations share the mean-field energy, so they test the derivation and not that energy.

## What a change of pH reveals

The two potentials respond differently to pH. At fixed $E$, the explicit pH dependence of $w$ gives $N\partial w/\partial\mathrm{pH}=\Gamma kT\ln10$, while $N\partial w/\partial E=-q$. Equality of the mixed derivatives requires

$$\left(\frac{\partial q}{\partial\mathrm{pH}}\right)_E=-kT\ln10\left(\frac{\partial\Gamma}{\partial E}\right)_{\rm pH}.$$

Along the line $q=0$, $(\partial q/\partial E)\,dE+(\partial q/\partial\mathrm{pH})\,d\mathrm{pH}=0$. Therefore

$$\frac{dE_{\rm pztc}}{d\mathrm{pH}}=kT\ln10\,\frac{\partial\Gamma/\partial E}{\partial q/\partial E}. \tag{8}$$

If adsorption dominates the capacitance and $Cb/eN$ is small, $\partial q/\partial E\approx-e\,\partial\Gamma/\partial E$, and the slope approaches $-(kT/e)\ln10$, about −59 mV per pH unit. In the example the total capacitance at the pztc is 71.7 µF/cm², of which 20 belongs to the double layer. The slope is accordingly weaker, −43 mV per pH unit.

The pzfc feels pH only through the dipoles: $E_{\rm pzfc}=E_z+b\theta_{\rm pzfc}$. Higher pH lowers the coverage, and $b$ is negative, so the pzfc rises, here by 10 mV per pH unit at pH 1. The two potentials approach each other:

| pH | pzfc (V) | pztc (V) | gap (mV) |
|---:|---:|---:|---:|
| 0 | 0.228 | 0.367 | 139 |
| 1 | 0.244 | 0.321 | 78 |
| 3 | 0.250 | 0.259 | 9 |

All parameters except pH are held fixed, including $C$, which presumes a concentrated supporting electrolyte. With the diffuse layer of plain 1 mM acid in series, the gap at pH 3 is about 20 mV instead of 9. At pH 3, $\theta_0$ and $A$ are a hundred times smaller than at pH 1. Then $A=0.468$, the logarithmic regime has been left, and little hydrogen remains to separate the zeros.

At still higher pH, adsorbed OH can take over. It forms by $\mathrm{H_2O\to OH_{ads}+H^++e^-}$ and returns an electron to the circuit, so

$$q=\sigma-e\Gamma_{\rm H}+e\Gamma_{\rm OH}.$$

If OH dominates, $q=0$ requires negative $\sigma$, and the pztc can lie below the pzfc. With non-interacting OH that reaches half coverage at 0.70 V on the RHE scale, the model at pH 13 puts the pztc at −0.155 V and the free zero at 0.250 V, both on the SHE scale. The latter is an extrapolation: it lies near 1.02 V on the RHE scale, where this model's surface is almost covered with OH. At pH 1 the same OH contributes only about 0.001 µC/cm² at the pztc.

## How much of this is measurable?

The total charge is a thermodynamic quantity: it is minus the derivative of the interfacial grand potential with respect to $E$ at fixed composition. The free charge needs one more decision, namely how many electrons belong to each adsorbed H. Assigning a fraction $\lambda$ defines

$$\sigma_\lambda=q+\lambda e\Gamma.$$

For $\lambda=1$ its zero is the pzfc used here; for $\lambda=0$ it is the pztc. With $\lambda=0.9$ the zero moves from 0.244 to 0.278 V, almost half of the gap. A quoted pzfc should therefore state its charge assignment. The choice $\lambda=1$ does have a physical mark of its own. When a diffuse layer is added to the model and the salt concentration is varied at fixed pH, the excess of salt ions at the interface vanishes at the $\lambda=1$ zero and not at the $\lambda=0.9$ zero. This needs a non-adsorbing supporting salt in excess of the acid; in pure acid, salt and pH cannot be varied separately.

A current measurement does not fix $\lambda$ by itself. At constant $E$, adding hydrogen changes $q$ by

$$\left(\frac{\partial q}{\partial\Gamma}\right)_E=-e\left(1+\frac{Cb}{eN}\right).$$

The second term is double-layer charge that flows because the dipoles shift the free zero. Here the factor is $1-2/240.3=0.992$, although each H was assigned one whole electron.

The total charge can be estimated by letting carbon monoxide displace the hydrogen at constant potential. The charge that flows is $q_{\rm CO}-q$, where $q_{\rm CO}$ is the charge of the CO-covered surface. Its zero is the pztc only if $q_{\rm CO}=0$ there. Taking roughly 10 µF/cm² and a zero at 1.00 V for the covered surface gives

$$q_{\rm CO}=10(0.321-1.00)=-6.8\ \mu\mathrm{C/cm^2}$$

at the pztc. The displacement charge then vanishes at 0.270 V, 51 mV below the true pztc. For these parameters the correction is comparable with the gap itself.

## Comparison with real platinum

The model's pztc is 0.38 V on the RHE scale. Values inferred for well-ordered close-packed platinum in perchloric acid are roughly 0.3 to 0.4 V, so the example is in the right region, though this does not validate its separate parameters. The capacitance, for one, is uncertain: 20 µF/cm² may be low, and several tens are also plausible. Tripling $C$ in (7) reduces $A$ to 15.6 and $x$ from 72 to about 52 mV.

Other changes to the model, made one at a time, move the 78 mV gap as follows:

- A diffuse layer in 0.1 M electrolyte raises it to 82 mV. A capacitance in series makes free charge cost more potential: 1.44 µC/cm² would cost 19 mV more. The higher potential removes hydrogen, however, so the free charge at the pztc falls to 1.20 µC/cm² and the gap grows by only 5 mV.
- Removing lateral repulsion raises it to 88 mV.
- A temperature of 333 K, with $g_0$, $g$ and the other parameters fixed, raises it to 84 mV.

Hydrogen evolution is not a competing equilibrium here: at the pzfc the equilibrium hydrogen pressure is about $6\times10^{-11}$ of the standard pressure.

Practical platinum surfaces and baths depart further from the model. Steps and different crystal faces have their own adsorption energies and local free zeros, so a rough or polycrystalline electrode can have zero average free charge while its parts are charged. Chloride or sulfate may adsorb with charge transfer and, like OH, lower the pztc. If such an anion transferred one electron per atom or ion at 1% coverage, it would add 2.4 µC/cm²; dividing by the total capacitance of 71.7 µF/cm² at the pztc would suggest a shift of −33.5 mV. The capacitance rises as the potential falls and hydrogen returns, however, and solving the model with this fixed added charge gives about −24 mV. The real shift depends on the anion's coverage and charge transfer, so a potential of zero charge measured in clean perchloric acid should not be carried over to such a bath unchanged.

The numerical output below lists most of the calculated values.

## Table of computed values

```
Potentials are vs SHE unless marked RHE
Input: site density = 1.50e+15 cm^-2
Input: temperature = 298.15 K; pH = 1.0
Input: capacitance C = 20.0 uF/cm2
Input: bare free zero Ez = 0.250 V
Input: dipole shift b = -0.100 V per monolayer
Input: g0 = -0.250 eV; repulsion g = 0.250 eV
Thermal voltage kT/e = 25.69 mV
Charge of one electron per site = 240.3 uC/cm2
pzfc = 0.2436 V; on RHE scale = 0.3027 V
pztc = 0.3213 V; on RHE scale = 0.3805 V
Gap pztc - pzfc = 77.7 mV
H coverage at pzfc = 0.06429; at pztc = 0.00598
e*Gamma at pzfc = 15.450 uC/cm2
Total charge at pzfc = -15.450 uC/cm2
e*Gamma at pztc = 1.438 uC/cm2
Free charge at pztc = 1.438 uC/cm2
Charge passed, fluctuation integral = 15.449 uC/cm2
Mean total capacitance between zeros = 198.8 uF/cm2
Total capacitance at pztc = 71.7 uF/cm2
Gap from H remaining at pztc = 77.7 mV
Dilute coverage theta0 at Ez = 0.10000
pztc - Ez: full = 71.3 mV
pztc - Ez: Lambert formula = 72.2 mV
Partition sum: number of sites = 20000
Largest charge discrepancy = 1.2e-03 uC/cm2
pztc slope, partition sum = -43.0 mV/pH
pztc slope, Maxwell relation = -43.0 mV/pH
pzfc slope = 10.3 mV/pH
pH 0: pzfc = 0.2282 V, pztc = 0.3671 V, gap = 138.9 mV
pH 1: pzfc = 0.2436 V, pztc = 0.3213 V, gap = 77.7 mV
pH 3: pzfc = 0.2499 V, pztc = 0.2585 V, gap = 8.6 mV
Electrons per H at fixed E: path = 0.99168
Electrons per H at fixed E: formula = 0.99168
Free zero if 0.9 electron assigned per H = 0.2782 V
Gap without H adsorption = 0.0000 mV
Gap with 0.1 M diffuse layer = 82.5 mV
Gap without lateral repulsion = 87.8 mV
Gap at 333 K, fixed g0 and g = 83.9 mV
Input: OH half coverage = 0.70 V vs RHE
OH charge at pztc, pH 1 = 9.54e-04 uC/cm2
pH 13 with OH: pztc = -0.1553 V
pH 13 H-only free zero = 0.2500 V
Input: CO-covered C = 10.0 uF/cm2, zero = 1.00 V
Charge left on CO-covered surface at pztc = -6.79 uC/cm2
Potential of zero CO-displacement charge = 0.2703 V
Its offset from pztc = -51.0 mV
Equilibrium H2 pressure at pzfc / standard = 5.8e-11
```
